# Why less metal can give larger but slower dichalcogenide domains

**Q:** I grow a metal disulfide monolayer from metal-bearing vapour in excess sulfur. If I reduce the metal supply, the layer has less material to grow from. How could its domains become larger?

**A:** Each arriving metal atom has two possible fates in the layer: it joins an existing domain, or it helps to start a new one. The two processes depend differently on how many mobile atoms are on the surface.

Let \(n\) be the number of mobile metal atoms (adatoms) per bare area, \(D\) their diffusivity and \(N\) the number of domains per area. Joining a domain takes one adatom, so the capture rate per area is

\[
R_{\rm cap}=\sigma D nN ,
\]

where \(\sigma\) is a dimensionless capture number. Starting a domain takes several adatoms at once. Let \(i\) be the size of the critical cluster, the largest one that still tends to fall apart. One more atom makes it stable, so \(i+1\) atoms must meet:

\[
R_{\rm nuc}=\kappa D n^{i+1}.
\]

The number of new domains per captured atom is then

\[
\frac{R_{\rm nuc}}{R_{\rm cap}}=\frac{\kappa n^{i}}{\sigma N}.
\]

For \(i\ge1\) this falls when \(n\) falls. A thinner adatom population spends a larger share of its atoms on enlarging domains and a smaller share on founding them.

**Q:** Where does \(\kappa\) come from?

**A:** Assume that critical clusters form and dissolve fast enough to be in equilibrium with the adatoms. If \(a\) is the area per metal atom in the layer, \(na\) is the occupation of a site. A cluster of \(i\) atoms with binding energy \(E_i\) then has occupation \(n_ia=(na)^i e^{E_i/kT}\), with the number of cluster shapes set to one. Hence \(n_i=a^{i-1}n^ie^{E_i/kT}\). Adatoms reach these clusters at the rate \(cDn\,n_i\), with \(c\) a number of order one to ten, so

\[
\kappa=c\,a^{i-1}e^{E_i/kT}.
\]

At a given \(i\), this depends on temperature but not on supply. I take \(i\) as fixed too, although a large cut in supply can raise it: when fewer adatoms arrive, larger clusters have time to fall apart. I hold temperature, substrate and sulfur pressure fixed throughout and change only the metal arrival rate \(F\), in atoms per area and time.

**Q:** With fewer domains there is less capture, so the adatoms should build up again. Does that cancel the effect?

**A:** It weakens it. To see by how much, we need \(n\) for a given \(F\) and \(N\).

Give each domain an equal circular cell of radius \(L\), with \(\pi L^2=1/N\). The domain is a disc of radius \(R\), so the coverage is \(\theta=R^2/L^2\). Assume that adatoms seldom desorb, that the edge absorbs every atom reaching it, and that the adatom profile adjusts quickly compared with domain growth. On the bare ring,

\[
\frac{D}{r}\frac{d}{dr}\!\left(r\frac{dn}{dr}\right)=-F .
\]

One integration gives \(r\,dn/dr=C-Fr^2/2D\). By symmetry no atoms cross the cell boundary, so \(dn/dr=0\) at \(r=L\) and \(C=FL^2/2D\). Dividing by \(r\) and integrating from the edge, where \(n=0\),

\[
n(r)=\frac{F}{2D}\left[L^2\ln\frac rR-\frac{r^2-R^2}{2}\right].
\]

Set \(x=r^2/L^2\). Then \(\ln(r/R)=\tfrac12\ln(x/\theta)\), and with \(L^2=1/(\pi N)\),

\[
n=\frac{F}{4\pi DN}\,g,\qquad g=\ln\frac{x}{\theta}-x+\theta .
\]

At a given coverage the shape \(g\) is fixed, and the whole profile scales as \(F/N\). That is the feedback you describe: fewer domains, more adatoms.

The capture number follows from the atom balance. The fraction of cell area between \(x\) and \(x+dx\) is \(dx\), so the mean density on the bare part is

\[
\bar n=\frac{F}{4\pi DN}\,\frac{1}{1-\theta}\int_\theta^1 g\,dx .
\]

Everything landing on the bare part is captured, so \(\sigma D\bar nN=F(1-\theta)\), and

\[
\sigma=\frac{4\pi(1-\theta)^2}{\int_\theta^1g\,dx}.
\]

It depends on coverage but not on supply. A separate numerical solution of the diffusion equation on a radial grid, at coverages 0.02, 0.1 and 0.5, reproduces the integrals of \(g\) and \(g^4\) to a relative difference of at most \(6\times10^{-7}\).

**Q:** Then how does the number of domains depend on \(F\)?

**A:** Follow \(N\) as a function of coverage rather than time. Suppose that metal landing on top of a domain re-evaporates. Only the bare fraction collects metal, and each atom adds an area \(a\):

\[
\frac{d\theta}{dt}=aF(1-\theta).
\]

I have neglected the atoms used in nucleation and those still wandering. At the very start the wandering atoms outnumber those in domains, but in the example below this changes the final \(N\) by only one or two per cent. New domains appear at the local rate \(\kappa Dn^{i+1}\), summed over the bare part:

\[
\frac{dN}{dt}=\kappa D\left(\frac{F}{4\pi DN}\right)^{i+1}s(\theta),\qquad
s(\theta)=\int_\theta^1g^{i+1}dx .
\]

Divide the second rate by the first, and multiply by \(N^{i+1}\):

\[
N^{i+1}\frac{dN}{d\theta}
=\frac{\kappa}{a(4\pi)^{i+1}}\left(\frac FD\right)^i\frac{s(\theta)}{1-\theta}.
\]

One power of \(F\) and one of \(D\) have cancelled. Starting from \(N=0\), integration gives

\[
N^{i+2}=\frac{(i+2)\,\kappa}{a(4\pi)^{i+1}}\left(\frac FD\right)^iS(\theta),
\qquad S(\theta)=\int_0^\theta\frac{s(u)}{1-u}\,du .
\]

The integral converges at small \(u\), because \(s\) grows there only as a power of a logarithm. At equal coverage, therefore,

\[
N\propto F^{\,i/(i+2)},\qquad
A=\frac{\theta}{N}\propto F^{-i/(i+2)},
\]

where \(A\) is the mean domain area. Less supply gives larger domains if \(i\ge1\).

The feedback is now explicit. Since \(n\propto F/N\), the adatom density falls as \(F^{2/(i+2)}\) instead of \(F\). The nucleation rate, with its power \(i+1\), falls as \(F^{2(i+1)/(i+2)}\). That exponent exceeds one for \(i\ge1\), so nucleation still falls faster than capture, which falls as \(F\).

**Q:** And the slower coverage?

**A:** Integrating the coverage equation from a bare surface gives

\[
t=-\frac{\ln(1-\theta)}{aF}.
\]

The number of domains does not appear. With weak desorption, all metal landing on bare substrate ends up in the layer, whether the domains are many or few. Cutting \(F\) by a factor \(q\) lengthens the time to any chosen coverage by \(q\), while the domain area at that coverage grows by \(q^{i/(i+2)}\), which is less than \(q\).

If metal landing on a domain instead ran to its edge and joined it, the coverage rate would be \(aF\), and \(1-u\) would be replaced by 1 in \(S\). Both dependences on \(F\) would stay the same.

**Q:** Can you put numbers to this for a disulfide?

**A:** Take round, rough values for vapour growth near 1000 K: \(T=1050\) K, \(a=0.09\) nm², \(D=10^9\) nm²/s, \(i=3\), \(E_3=0.5\) eV and \(c=5\). With \(kT=0.0905\) eV,

\[
\kappa=5\times(0.09)^2\times e^{0.5/0.0905}\approx10.2\ \text{nm}^4 .
\]

Let the metal arrive at 0.05 nm⁻² s⁻¹, so that \(F/D=5\times10^{-11}\) nm⁻⁴. At half coverage \(S=6.55\), and

\[
N^5=\frac{5\times10.17\times(5\times10^{-11})^3\times6.553}{0.09\times(4\pi)^4}
\approx1.86\times10^{-32}\ \text{nm}^{-10}.
\]

The fifth root is \(4.5\times10^{-7}\) nm⁻², or 0.45 domains per µm². The mean area is \(0.5/0.45\approx1.1\) µm², that of a disc 1.2 µm across. The time is \(\ln2/(0.09\times0.05)\approx154\) s.

Now cut the supply fourfold, to 0.0125 nm⁻² s⁻¹. The density falls by \(4^{3/5}\approx2.3\), to 0.20 per µm². The mean area rises to 2.55 µm² and the equivalent diameter to 1.8 µm. Half coverage now takes 616 s. Four times the waiting has bought 2.3 times the area, or 1.5 times the diameter.

**Q:** Suppose I stop both runs at 154 s. Are the low-supply domains still larger?

**A:** No. At 154 s the low-supply run has covered only

\[
\theta=1-e^{-0.09\times0.0125\times154}\approx0.16 ,
\]

and its mean domain area is 0.81 µm², against 1.1 µm² at high supply. It reaches 1.1 µm² at about 218 s, when its coverage is 0.22. The benefit appears only if growth is allowed to continue.

The reason is that most domains are founded early. In the identical-cell model at high supply, 99% of the number present at half coverage already exists at coverage 0.05. Later, the bare gaps are narrower and adatoms usually find an edge before enough of them meet. Random positions leave some wider gaps, where new domains go on appearing a little longer. After this early stage each run has a nearly fixed number of domains, and they share whatever metal arrives. While coverage is still small, \(\theta\approx aFt\), so at equal time

\[
A\approx\frac{aFt}{N}\propto F^{1-i/(i+2)}=F^{2/(i+2)} .
\]

Low supply gives each domain a larger share of a smaller delivery, and at this stage the smaller delivery wins. Later, the high-supply layer slows down as it fills, and the low-supply domains overtake even at equal time. In the identical-cell model this happens at about 400 s, when the coverages are 0.84 and 0.36. At equal coverage the delivery is the same, and only the sharing matters.

**Q:** How strong is the competition between the two rates in this example?

**A:** If \(N\) could be held fixed, the fourfold cut would reduce \(n\) and capture fourfold, but nucleation by \(4^4=256\). The actual reduction in nucleation is much smaller, because fewer domains leave more adatoms on the surface. At equal coverage the formulas give a reduction of \(4^{2/5}\approx1.74\) in \(n\) and \(4^{8/5}\approx9.2\) in nucleation.

I tested this by integrating the rate equations in time, including the build-up of adatoms at the start and a small desorption rate, but keeping the profile shape \(g\). At coverage 0.1 the reductions are 1.73 for adatoms, 8.9 for nucleation and 4.0 for the coverage rate. The nucleation figure is about 3% below the formula because it contains the fourth power of the adatom figure, which is about 1% low. The domain densities at half coverage lie 2% and 1% above the formula at high and low supply.

**Q:** Those equations still use identical cells. Real domains appear at random places.

**A:** A lattice simulation removes that assumption. Atoms land at random on 256 × 256 sites and hop at random. Two that meet form a stable nucleus, so \(i=1\), and domains grow as compact discs. Reducing the arrival rate 40-fold at fixed hop rate lowers the number of domains at coverage 0.15 from 990 to 307. The exponent is

\[
\frac{\ln(990/307)}{\ln40}\approx0.32 ,
\]

against \(i/(i+2)=1/3\). Treating the counts as independent random events gives an uncertainty of about 0.02, so the two agree. The simulation tests the exponent for \(i=1\); it does not test the value \(i=3\) chosen for the disulfide.

**Q:** When would cutting the supply not help?

**A:** One case is \(i=0\), where a single atom can freeze in place and become a nucleus. Both rates are then linear in \(n\), and their ratio no longer depends on it. The density formula becomes

\[
N^2=\frac{2\kappa}{4\pi a}\,S(\theta),
\]

without \(F\). Low supply costs time and gains no size. In the same lattice simulation, but with each hop having a small fixed chance of freezing the atom, the 40-fold reduction changes the number of domains from 580 to 616. That 6% difference is comparable with the counting noise. The outcome is similar if every domain starts at one of a fixed number of seeds or defects: \(N\) is then set by the substrate.

A shortage of sulfur is a different matter: the laws above then no longer apply, so they cannot say whether a cut helps. They assume that metal reaching an edge is incorporated at once. At 0.1 Torr of S₂ and 1050 K, kinetic theory gives about \(2.7\times10^5\) sulfur atoms per nm² per second. The layer needs two per metal atom, or 0.1 per nm² per second at high supply. Averaged over the whole surface, each arriving sulfur atom must therefore react with a probability of at least \(4\times10^{-7}\). The requirement is much stricter if sulfur can react only where it strikes a domain edge. At coverage 0.01, a strip 0.3 nm wide along the edges covers only about \(7\times10^{-5}\) of the surface, so the probability there would have to be about \(5\times10^{-3}\). If the real probability is below what is needed, sulfur sets the pace, and neither the \(1/F\) law for the time nor the law for \(N\) can be relied on.

**Q:** Could I reduce the metal so far that it evaporates before it finds a domain?

**A:** In principle yes, and the laws then change. An adatom with residence time \(\tau\) travels about \(\Lambda=\sqrt{D\tau}\). With a desorption energy of 2.6 eV and an attempt rate of \(10^{13}\) s⁻¹, \(\tau\approx0.3\) s and \(\Lambda\approx17\) µm. The cell radius at high supply is \(1/\sqrt{\pi N}\approx0.84\) µm, so most adatoms find an edge. At coverage 0.01 the share lost is 0.2% at high supply and 0.5% at low supply. It rises because fewer domains capture more slowly. The ratio of loss to capture scales as \(1/N\), so losing half the adatoms at this coverage would take a cut of order ten thousandfold, and reaching half coverage would then take weeks. The limit matters sooner if desorption is faster or the domains are sparser. With the same \(D\) and \(\tau\), seeds so sparse that the cell radius is 20 µm would already lose about half the adatoms at coverage 0.01.

In the opposite limit \(\Lambda\) is much smaller than the domains and their spacing. Far from edges, arrival balances desorption, so \(n=F\tau\) and nucleation proceeds at the constant rate \(J=\kappa D(F\tau)^{i+1}\). At a distance \(y\) from a nearly straight edge, \(n=F\tau(1-e^{-y/\Lambda})\). The edge receives \(D\,dn/dy=DF\tau/\Lambda=F\Lambda\) atoms per length and time, and advances at \(v=aF\Lambda\).

A point is still bare at time \(t\) if no nucleus formed early enough and near enough to reach it. A nucleus formed at \(t'\) reaches out to \(v(t-t')\), so the expected number that could have arrived is

\[
\int_0^tJ\pi v^2(t-t')^2dt'=\frac{\pi}{3}Jv^2t^3 .
\]

For random nucleation the bare fraction is \(1-\theta=e^{-\pi Jv^2t^3/3}\). Equal coverage means equal \(Jv^2t^3\). Since \(J\propto F^{i+1}\) and \(v\propto F\),

\[
t\propto F^{-(i+3)/3},\qquad N\propto Jt\propto F^{\,2i/3}.
\]

Domains still grow when supply is cut, if \(i\ge1\), but the time rises faster than \(1/F\), because fewer edges now mean more metal lost. For \(i=3\), a fourfold cut would give 16 times the area in 16 times the time.

**Q:** How close is your example to a real growth run?

**A:** Temperatures near 1000 K, growth over minutes and domains of micrometres are within the range used for disulfides on oxide substrates, though much larger domains are also grown. The values of \(D\), \(i\) and \(E_i\) are much less certain, and they set the absolute size. The desorption energy is equally uncertain, and it decides whether desorption is weak. The mobile species may also be a metal oxide or oxysulfide molecule rather than a bare metal atom, with its own values of all these quantities. The choice \(i=3\) is especially open. While most domains are being founded, \(na\) is of order \(10^{-5}\). A four-atom cluster then gains atoms faster than it loses them only if its last atom is bound by about \(kT\ln10^5\approx1.0\) eV or more, twice the 0.5 eV assumed for the first three together. Identical cells also understate the number of domains, possibly by tens of per cent, because random positions leave wider gaps in which more can start. I would trust the direction of the trend more than the 1.2 µm. The assumption most at risk is nucleation on a clean, uniform surface. If steps, contamination or deliberate seeds start the domains, the 2.3-fold gain in area can shrink to none, while the fourfold delay remains.

A barrier to joining the edge matters less here. If an atom must cross an extra barrier \(E_b\) in its last hop of length \(\ell\), the edge density \(n_e\) must drive the captured current: \(2\pi R\,n_e(D/\ell)e^{-E_b/kT}=\sigma D\bar n\). For \(E_b=0.2\) eV and \(\ell=0.3\) nm, \(n_e/\bar n\) is at most 3.4% at coverages 0.01 and 0.5 for both supplies. Earlier, while most domains are being founded and are still small, it is of order 10% (larger for the first domains, and falling quickly as they grow), which raises \(N\) by a few per cent. Each further 0.2 eV multiplies this share by about nine, so a barrier of 0.4 eV would already invalidate the perfectly absorbing edge. So would atoms that leave the edge again: at half coverage \(na\) is about \(10^{-7}\), so edge atoms must be bound by well over \(kT\ln10^7\approx1.5\) eV.

**Q:** What should I measure to see the effect?

**A:** Compare samples at equal coverage, not equal growth time, and count domains by their origin rather than by their outline. Some may already touch at half coverage. For round domains, random positions give an upper estimate. For equal discs of radius \(R\) placed at random with density \(N_d\), the bare fraction is \(e^{-\pi R^2N_d}=1/2\). A disc touches no other if no centre lies within \(2R\), which has probability \(e^{-4\pi R^2N_d}=(1/2)^4\approx6\%\). Real nuclei form less often in the depleted surroundings of existing domains, so fewer round domains will touch than this estimate says. Shape works the other way. Disulfide domains are usually triangles, and an equal triangle is touched whenever a neighbour's centre lies in an area five to six times its own, against four times for discs. Randomly placed triangles are isolated in only about 2 to 3% of cases. Where domains do merge, their common outline overstates the domain size.

A plot of \(\ln N\) against \(\ln F\), at fixed temperature, sulfur pressure and coverage, has slope \(i/(i+2)\) when desorption is weak and the edges absorb freely. Strong desorption or a sizeable edge barrier makes the slope steeper, so \(i\) cannot be read from the slope alone. A slope near zero points to seeds, defects or single-atom nuclei, and lower supply will then cost time without enlarging the domains. A clearly positive slope means that lower supply does enlarge them, provided the run is extended to the same coverage. The remaining values for the example are in the numerical output below.

## Numbers as computed

```
Temperature: 1050 K; kT: 0.0905 eV
Area per metal atom: 0.09 nm^2
Adatom diffusivity: 1.0e+09 nm^2/s
Critical size i: 3; its binding: 0.5 eV
Attachment number of critical cluster: 5
Nucleation coefficient kappa: 10.17 nm^4
Metal arrival, high: 0.0500 nm^-2 s^-1
Metal arrival, low: 0.0125 nm^-2 s^-1
Integral S at half coverage: 6.553
Nuclei at half coverage, high: 0.4505 um^-2
Nuclei at half coverage, low: 0.1961 um^-2
Mean domain area, high: 1.110 um^2
Mean domain area, low: 2.550 um^2
Area gain low/high: 2.297
Equivalent diameter, high: 1.189 um
Equivalent diameter, low: 1.802 um
Time to half coverage, high: 154.0 s
Time to half coverage, low: 616.1 s
Low-supply coverage at 154.0 s: 0.1591
Low-supply domain area at that time: 0.812 um^2
Low supply matches high-supply area at: 218.1 s
Low-supply coverage at the match: 0.2176
High supply, N(theta=0.05)/N(0.5): 0.989
Fixed N, nucleation cut: 256-fold
Fixed N, capture cut: 4-fold
Time-dependent rates, high/low ratios at coverage 0.1:
  adatoms: 1.727 (law 1.741)
  nucleation: 8.889 (law 9.190)
  coverage rate: 4.003 (law 4.000)
Time-dependent N / formula, high: 1.0206
Time-dependent N / formula, low: 1.0114
Time-dependent half time / formula, low: 1.00087
Flux exponent of N from these rates: 0.6065
Largest profile moment error: 5.9e-07
Lattice: 256 x 256 sites, coverage 0.15
Lattice hop/arrival ratios: 4.0e+04, 1.6e+06
Pair nuclei (i=1), high and low: 990, 307
Flux exponent for i=1: 0.317 (law 0.333)
Single-atom nuclei (i=0): 580, 616
Flux exponent for i=0: -0.016 (law 0)
Lattice dose per site: 0.1631, 0.1621
Dose law -ln(1-theta): 0.1625
Desorption energy: 2.6 eV
Attempt rate: 1e+13 s^-1
Adatom residence time: 0.302 s
Desorbed share at coverage 0.01, high: 0.197 %
Desorbed share at coverage 0.01, low: 0.451 %
Edge barrier: 0.2 eV; hop: 0.3 nm
Largest edge/mean adatom density: 3.38 %
Random equal discs touching none at half: 6.25 %
S2 pressure: 0.1 Torr
Sulfur atom arrival: 2.71e+05 nm^-2 s^-1
Needed reaction chance per S atom: 3.7e-07
```
